# Silicon's Low-Temperature Debye Temperature from Directional Sound Speeds

Average silicon's sound speeds over all directions and branches, put the mean into Debye's formula, and the Debye temperature comes out as 726 K. Taking the correct mean over the three branches, but only along [100], gives 699 K. The correct elastic value for the same stiffnesses is 648 K. Since the low-temperature heat capacity varies as \(\theta^{-3}\), the first shortcut makes it too small by 29% and the second by 20%. The first averages the wrong power of the speed; the second averages the right power, but over a single direction.

## What has to be averaged

Take a harmonic, undoped bulk crystal of volume \(V\), with periodic boundaries and \(n\) atoms per volume. At low enough temperature only long acoustic waves are excited, and their frequency is \(\omega=v_s(\mathbf n)q\) for direction \(\mathbf n\) and branch \(s=1,2,3\).

Allowed wave vectors have density \(V/(2\pi)^3\). In direction \(\mathbf n\), frequencies below \(\omega\) fill the radius \(q<\omega/v_s\). The number of such modes is therefore
\[
\mathcal N(\omega)=\frac{V}{(2\pi)^3}\sum_s\int d\Omega\int_0^{\omega/v_s}q^2dq
=\frac{V\omega^3}{24\pi^3}\sum_s\int\frac{d\Omega}{v_s^3}
=\frac{V\omega^3}{6\pi^2}S,
\]
where
\[
S=\sum_s\langle v_s^{-3}\rangle,\qquad \langle f\rangle=\frac1{4\pi}\int f\,d\Omega .
\]
The inverse cube is a volume in wave-vector space: a slow direction holds more modes below a given frequency. The density of modes is \(g=d\mathcal N/d\omega=V\omega^2S/(2\pi^2)\).

One mode has thermal energy \(\hbar\omega/(e^x-1)\), with \(x=\hbar\omega/kT\). As \(dx/dT=-x/T\), its heat capacity is \(kx^2e^x/(e^x-1)^2\). Substituting \(\omega=kTx/\hbar\) gives
\[
\frac{C}{V}=\frac{kS}{2\pi^2}\left(\frac{kT}{\hbar}\right)^3
\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx .
\]
Integration by parts turns the integral into \(4\int_0^\infty x^3/(e^x-1)\,dx\). Expanding \(1/(e^x-1)=\sum_{m\ge1}e^{-mx}\) gives \(4\cdot6\sum m^{-4}=4\pi^4/15\). Hence
\[
\frac CV=\frac{2\pi^2}{15}\,kS\left(\frac{kT}{\hbar}\right)^3 .
\]

Debye's spectrum replaces all branches by one speed \(v_D\), with \(3/v_D^3=S\), and stops when it holds \(3nV\) modes:
\[
\frac{V\omega_D^3}{6\pi^2}\frac3{v_D^3}=3nV
\quad\Rightarrow\quad
\theta=\frac{\hbar\omega_D}{k}=\frac{\hbar}{k}(6\pi^2n)^{1/3}v_D .
\]
It follows that \(S(k/\hbar)^3=18\pi^2n/\theta^3\), and
\[
\frac CV=\frac{12\pi^4}{5}\,nk\left(\frac T\theta\right)^3 .
\]
Here \(n\) counts atoms. Silicon has two atoms per primitive cell, and counting cells instead would give \(\theta/2^{1/3}=515\) K. The heat capacity per volume would not change, because it contains only \(n/\theta^3\), but the two values must not be compared with each other.

The sign of the naive error is now clear. The function \(v^{-3}\) is convex, so its mean is at least the inverse cube of the mean speed. Thus \(v_D\) cannot exceed the plain mean, and it equals that mean only if all speeds are equal.

## The speeds

With stress \(\sigma_{ij}=C_{ijkl}\partial_lu_k\), the equation of motion is \(\rho\ddot u_i=C_{ijkl}\partial_j\partial_lu_k\), with repeated indices summed. A plane wave \(\mathbf u=\mathbf e\,e^{i(q\mathbf n\cdot\mathbf r-\omega t)}\) gives
\[
\Gamma\mathbf e=\rho v^2\mathbf e,\qquad \Gamma_{ik}=C_{ijkl}n_jn_l .
\]
In a cubic crystal the nonzero stiffnesses are \(C_{1111}=C_{11}\), \(C_{1122}=C_{12}\), \(C_{1212}=C_{1221}=C_{44}\), and those related to them by symmetry. So \(\Gamma_{11}=C_{11}n_1^2+C_{44}(n_2^2+n_3^2)\) and \(\Gamma_{12}=C_{12}n_1n_2+C_{44}n_2n_1\). In general
\[
\Gamma_{ii}=C_{44}+(C_{11}-C_{44})n_i^2,\qquad
\Gamma_{ij}=(C_{12}+C_{44})n_in_j\quad(i\ne j).
\]

Three directions can be solved by hand:

- Along [100] the matrix is diagonal, and \(\rho v^2=C_{11},C_{44},C_{44}\).
- Along [110] the upper block has diagonal \((C_{11}+C_{44})/2\) and off-diagonal \((C_{12}+C_{44})/2\). Their sum and difference are \((C_{11}+C_{12}+2C_{44})/2\) and \(C'=(C_{11}-C_{12})/2\). The third value is \(C_{44}\).
- Along [111] the diagonal is \(p=(C_{11}+2C_{44})/3\) and every off-diagonal is \(r=(C_{12}+C_{44})/3\). The longitudinal value is \(p+2r=(C_{11}+2C_{12}+4C_{44})/3\), and the two transverse ones are \(p-r=(C_{11}-C_{12}+C_{44})/3\).

For silicon I take rough low-temperature inputs: \(C_{11}=168\), \(C_{12}=65\), \(C_{44}=80\) GPa, lattice parameter \(a=0.543\) nm and atomic mass 28.09 u. With eight atoms in \(a^3\), \(n=49.97\) nm⁻³ and \(\rho=2331\) kg/m³. The slow wave along [110] has \(C'=51.5\) GPa, hence \(v=\sqrt{51.5\times10^9/2330.7}=4701\) m/s. The [100] transverse speeds are 5859 m/s, so a calculation from [100] alone misses the slowest of these waves.

## A direction grid that converges quickly

Write \(z\) for the cosine of the polar angle and \(\phi\) for the azimuth. Use \(N\) Gauss–Legendre nodes \(z_i\) with weights \(w_i\), and \(2N\) equally spaced azimuths:
\[
S\approx\sum_{i=1}^{N}\frac{w_i}{2}\,\frac1{2N}\sum_{j=1}^{2N}\sum_s v_s^{-3}(z_i,\phi_j).
\]
Each of the \(2N^2\) directions needs one \(3\times3\) diagonalization.

This rule is exact for any polynomial in \(n_1,n_2,n_3\) of degree at most \(2N-1\). To see this, take a monomial \(n_1^an_2^bn_3^c\). Its azimuthal harmonics \(e^{im\phi}\) have \(|m|\le a+b<2N\), so the equal-angle sum removes all but \(m=0\). That term survives only for even \(a+b\), and leaves \((1-z^2)^{(a+b)/2}z^c\), a polynomial in \(z\) that the Gauss rule integrates exactly.

The quantity to be averaged is close to such a polynomial. Since \(v_s=\sqrt{\lambda_s/\rho}\), with \(\lambda_s\) the eigenvalues of \(\Gamma\),
\[
\sum_sv_s^{-3}=\rho^{3/2}\,\mathrm{tr}\,\Gamma^{-3/2}.
\]
A stable crystal has positive strain energy, which requires \(C_{44}>0\), \(C_{11}>C_{12}\) and \(C_{11}+2C_{12}>0\). Then \(\mathbf e\cdot\Gamma\mathbf e\), twice the energy density of the strain \((e_in_j+e_jn_i)/2\), is positive. All eigenvalues therefore lie between some \(\lambda_{\min}>0\) and \(\lambda_{\max}\). Set \(c=(\lambda_{\max}+\lambda_{\min})/2\) and \(\Gamma=c(1-B)\). The eigenvalues of \(B\) have size at most
\[
\kappa=\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}<1,
\]
and the binomial series gives
\[
\mathrm{tr}\,\Gamma^{-3/2}=c^{-3/2}\sum_{k=0}^\infty a_k\,\mathrm{tr}\,B^k,\qquad a_0=1,\quad \frac{a_{k+1}}{a_k}=\frac{k+3/2}{k+1}.
\]
Because \(\Gamma\) is quadratic in \(\mathbf n\), the terms with \(k<N\) form a polynomial of degree at most \(2N-2\), which the rule integrates exactly. The remainder is at most \(3c^{-3/2}\sum_{k\ge N}a_k\kappa^k\) in any direction. It enters the error at most twice, once through the grid sum and once through the true average, as all weights are positive and add to one. The ratio \(a_{k+1}/a_k\) tends to one, so the bound falls essentially as \(\kappa^N\): convergence is exponential.

The argument applies to the branch sum, not to separately sorted branches. At [111] the transverse eigenvalues coincide. Tilt the direction by a small angle \(\varepsilon\), \(\delta\mathbf n=\varepsilon(1,1,-2)/\sqrt6\). To first order
\[
\delta\Gamma_{ii}=\frac{2}{\sqrt3}(C_{11}-C_{44})\delta n_i,\qquad
\delta\Gamma_{ij}=\frac{1}{\sqrt3}(C_{12}+C_{44})(\delta n_i+\delta n_j).
\]
For the polarization \((1,-1,0)/\sqrt2\) the shift is \((\delta\Gamma_{11}+\delta\Gamma_{22})/2-\delta\Gamma_{12}\). For \((1,1,-2)/\sqrt6\) the same projection gives the opposite value, and the mixed element vanishes by the symmetry \(x\leftrightarrow y\). Therefore
\[
\delta\lambda=\pm\frac{\sqrt2}{3}\,\varepsilon\,(C_{11}-C_{12}-2C_{44}).
\]
Sorting by size turns \(\pm\varepsilon\) into \(\pm|\varepsilon|\), a kink, whereas the linear terms cancel in the sum. For silicon the bracket is \(-57\) GPa; it vanishes in an isotropic solid. The largest relative error among \(N=30,32,34\) is \(3.5\times10^{-5}\) for the fast transverse average alone, against \(1.0\times10^{-14}\) for the branch sum. Convergence should therefore be judged on the sum.

## The silicon value

The converged sum is \(S=1.4509\times10^{-11}\) s³/m³. The slow transverse, fast transverse and longitudinal branches supply 53%, 38% and 9% of it. Then
\[
v_D=\left(\frac{3}{1.4509\times10^{-11}}\right)^{1/3}\text{m/s}=5913\ \text{m/s}.
\]
With \((6\pi^2n)^{1/3}=1.4356\times10^{10}\) m⁻¹ and \(\hbar/k=7.638\times10^{-12}\) K s, the product is \(\theta=648.4\) K. At 4 K the corresponding heat capacity is 37.9 J/(m³ K).

| \(N\) | Directions | Error in \(\theta\) relative to \(N=64\) (K) |
|---:|---:|---:|
| 2 | 8 | −10 |
| 4 | 32 | 0.54 |
| 6 | 72 | −0.037 |
| 8 | 128 | 0.0026 |
| 12 | 288 | \(1.2\times10^{-5}\) |
| 16 | 512 | \(5.5\times10^{-8}\) |

From \(N=8\) to 12, and again from 12 to 16, the error falls by a factor of about 220. The bound is much more cautious: if the extreme moduli on the three axes, 51.5 and 206 GPa, are taken as the overall extremes, \(\kappa=0.6\), and its leading factor \(\kappa^N\) shrinks only about eightfold in four steps of \(N\). For these inputs \(N=8\) is ample.

Refinement converges to 648.4 K. The limit belongs to the supplied stiffnesses and densities, and no grid can correct those. At fixed density, multiplying all stiffnesses by a common factor multiplies every \(v_s^2\), and hence \(\theta^2\), by that factor. An increase of 1% adds 3.2 K. The separate logarithmic sensitivities to \(C_{11},C_{12},C_{44}\) are 0.355, −0.120 and 0.265, with sum 1/2. With rough inputs, "about 650 K" is as much as the calculation supports.

The mode counting was tested without the angular integral. In a periodic elastic box of edge 80 nm at 4 K, the heat capacities of the waves \(\mathbf q=2\pi\mathbf m/L\), with integer components \(|m_i|\le56\), were added one by one. The sum agrees with the \(T^3\) law to \(3\times10^{-13}\), relative to the law. The term \(\mathbf q=0\) was given its limiting value \(3k\), to keep the summed function smooth. A box unable to translate lacks that term, which is about 0.2% of the total here.

## Where the scheme becomes expensive or fails

In an isotropic solid no direction grid is needed, and \(3/v_D^3=2/v_t^3+1/v_l^3\), with \(v_t\) and \(v_l\) the transverse and longitudinal speeds.

One strongly anisotropic limit is \(C'\to0\) with the other stiffnesses finite. Near [110], let \(\psi\) be a small tilt within the cube plane and \(\chi\) one out of it. To leading order the slow eigenvalue is
\[
\lambda\approx C'+\frac{4C_{11}C_{44}}{C_{11}+C_{44}}\psi^2+C_{44}\chi^2 .
\]
After the tilts are rescaled, its contribution to \(S\) is proportional to \(\int_0 r\,dr/(C'+r^2)^{3/2}\approx C'^{-1/2}\). So \(v_D\propto S^{-1/3}\), and \(\theta\) falls as \(C'^{1/6}\). A few soft directions then dominate, \(\kappa\) approaches one, and the bound no longer promises rapid convergence. At \(C'=0\) the harmonic elastic theory itself fails.

## Dispersion and real silicon

Elastic theory gives every wave a speed independent of its wavelength. To size that neglect I use a Keating lattice, a short-range model with bond length \(d=\sqrt3a/4\) and energy
\[
\frac{3\alpha}{8d^2}\sum_{\text{bonds}}(r^2-d^2)^2+\frac{3\beta}{8d^2}\sum_{\text{angles}}\left(\mathbf r_1\cdot\mathbf r_2+\frac{d^2}{3}\right)^2 .
\]
Its constants are chosen to reproduce \(C_{11}\) and \(C_{12}\): \(\alpha=a(C_{11}+3C_{12})/4=49.3\) N/m and \(\beta=a(C_{11}-C_{12})/4=14.0\) N/m. The implied \(C_{44}=4\alpha\beta/[a(\alpha+\beta)]\) is 80.2 GPa. These relations were tested through the lattice's long-wave speeds in 20 directions, which match the Christoffel speeds within \(5\times10^{-7}\). The lattice heat capacity, extrapolated to zero temperature, gives 648.8 to 648.9 K, moving by about 0.1 K with the mesh and the fitting temperatures; its own elastic constants give 648.9 K.

At finite temperature, define an effective \(\theta(T)\) as the value for which the full Debye heat capacity equals that of the lattice. It is 647 K at 10 K, 637 K at 20 K, 603 K at 40 K, 633 K at 80 K and 734 K at 300 K. The \(T^3\) law is too low by about 1% of the lattice value at 10 K and 5% at 20 K. The later rise reflects a different average. For small \(x\) the mode heat is \(k(1-x^2/12)\), so at high temperature \(\theta(T)\) follows the mean square frequency of all modes, optical ones included, instead of \(S\).

The inputs are typical of silicon, and the result is consistent with the roughly 650 K associated with its measured low-temperature heat capacity. A chip near room temperature breaks the assumption \(T\to0\). In the Keating model this moves the effective value from 649 to 734 K, and using the low-temperature value at 300 K overestimates the model's heat capacity by 6%. The model is not a substitute for measurement: its transverse frequency at the zone edge X is 7.8 THz, whereas the measured one is roughly 4.5 THz. It probably understates the dip of \(\theta(T)\) at low temperature. Modes that are too stiff also hold too little heat. The transverse acoustic modes therefore help to raise the model's \(\theta\) at 300 K, but they are not the only cause: its optical modes are too stiff as well, 16.6 THz at the zone centre against roughly 15.5 THz measured, and scaling the optical branches down by that ratio alone lowers \(\theta\) at 300 K to about 700 K. The 6% therefore describes the model and should not be used as a correction for a real chip: the measured heat capacity of silicon near 300 K, about 20 J/(mol K), corresponds to an effective \(\theta\) of roughly 650 to 660 K, which happens to lie close to the low-temperature value. Anharmonicity, thermal expansion, free carriers and the surfaces of thin films are left out and not sized here. The numerical output below gives the remaining digits.

## Computed values

```
inputs C11, C12, C44 = 168, 65, 80 GPa
lattice parameter = 0.543 nm, atomic mass = 28.09 u
atom density = 49.968 nm^-3, density = 2330.7 kg/m3
speeds along [100] = 5859, 5859, 8490 m/s
speeds along [110] = 4701, 5859, 9182 m/s
speeds along [111] = 5116, 5116, 9401 m/s
shares of sum <v^-3>, slow/fast transverse/longitudinal = 53.02, 37.70, 9.28 %
sum over branches <v^-3> = 1.45090e-11 s3/m3
Debye speed v_D = 5913.3 m/s
N =  2, directions =    8: theta = 637.968283 K, error = -1.0e+01 K
N =  4, directions =   32: theta = 648.976189 K, error = 5.4e-01 K
N =  6, directions =   72: theta = 648.400224 K, error = -3.7e-02 K
N =  8, directions =  128: theta = 648.440164 K, error = 2.6e-03 K
N = 12, directions =  288: theta = 648.437530 K, error = 1.2e-05 K
N = 16, directions =  512: theta = 648.437518 K, error = 5.5e-08 K
N = 24, directions = 1152: theta = 648.437518 K, error = 1.7e-12 K
N = 32, directions = 2048: theta = 648.437518 K, error = -4.5e-13 K
converged theta (N = 64) = 648.438 K
theta relative to 645 K = +0.53 %
common stiffness change giving 645 K = -1.06 %
largest relative error, N = 30, 32, 34: branch sum = 1.0e-14, fast transverse alone = 3.5e-05
theta from plain mean speed = 725.7 K
theta from [100] speeds alone = 699.1 K
theta if cells replace atoms in n = 514.7 K
heat capacity at 4 K = 37.86 J/(m3 K)
box test: edge = 80 nm, T = 4 K, sum/law - 1 = 2.9e-13
d ln theta/d ln C11, C12, C44 = +0.3550, -0.1197, +0.2647
theta shift for +1 % in all stiffnesses = +3.23 K
Keating alpha = 49.28 N/m, beta = 13.98 N/m, implied C44 = 80.23 GPa
Keating long-wave speeds, largest relative error = 4.6e-07
Keating theta: elastic = 648.94 K, heat extrapolated to T = 0: 648.83 K
Keating effective theta at  10 K = 646.6 K
Keating effective theta at  20 K = 637.4 K
Keating effective theta at  40 K = 602.7 K
Keating effective theta at  80 K = 632.8 K
Keating effective theta at 300 K = 733.7 K
Keating heat / T^3 law at 10 K = 1.0108
Keating heat / T^3 law at 20 K = 1.0552
heat per atom at 300 K: Keating = 2.2643 k, Debye with low-T theta = 2.4005 k
Keating transverse frequency at zone edge X = 7.79 THz
```
